# How the tuned range-separation parameter depends on system size, part 1

(Sections cited here and not found follow in the second part.)

**Q.** When we tune a range-separated hybrid on a series of conjugated oligomers, the range parameter \(\omega\) comes out smaller for each longer chain. I was told the frontier orbital spreads over the length \(L\), its self-interaction falls as \(1/L\), and so \(\omega\) must go to zero. What does the tuning actually set?

**A.** It sets a weighted curvature to zero. Use atomic units and split the interaction as \(1/r=\operatorname{erfc}(\omega r)/r+\operatorname{erf}(\omega r)/r\). Exchange is exact for the erf part and semilocal for the erfc part; correlation is semilocal. The nuclei are fixed, the orbitals are real, and the highest occupied spin-up orbital \(\phi_H\) is nondegenerate, with density \(n=\phi_H^2\) and occupation \(f\) between 0 (cation) and 1 (neutral).

The energy is stationary in the orbitals, so only the explicit \(f\) dependence survives in \(dE/df\). Since \(f\) enters through the term \(f|H\rangle\langle H|\) of the spin-up density matrix, and the derivative of \(E\) with respect to that matrix is the Fock operator \(F\), we get Janak's theorem, \(dE/df=\langle H|F|H\rangle=\varepsilon(f)\). Define the curvature \(\kappa=d\varepsilon/df\) and the ionization energy \(I=E(0)-E(1)\). Integrating by parts,
\[
-I=\int_0^1\varepsilon\,df=\big[f\varepsilon\big]_0^1-\int_0^1 f\kappa\,df
\quad\Longrightarrow\quad
\varepsilon(1)+I=\int_0^1 f\,\kappa(f)\,df .
\]
Tuning demands \(\varepsilon(1)=-I\), so the right side vanishes at the tuned value \(\omega^*\). If \(\kappa\) hardly depends on \(f\), the right side is \(\kappa/2\) and tuning means \(\kappa=0\).

**Q.** What is \(\kappa\) made of?

**A.** Take \(f\to1^-\) and change \(f\) by a small amount; all changes below are per unit \(\delta f\). A rotation that mixes orbitals \(p\) and \(q\) with amplitude \(u\) changes the density matrix by \((n_p-n_q)\,u\,(|q\rangle\langle p|+|p\rangle\langle q|)\), where \(n_p\) are occupations. At \(f=1\) all occupied orbitals have the same occupation, so only rotations between occupied \(i\) and empty \(a\) count. For each spin,
\[
\delta D=d_0+D_u,\qquad d_0=|H\rangle\langle H|\ \text{(spin up only)},\qquad D_u=\sum_{ai}u_{ai}\big(|a\rangle\langle i|+|i\rangle\langle a|\big).
\]
The change \(\delta F[\delta D]\) is linear in \(\delta D\): Hartree, minus long-range exchange, plus the semilocal kernel \(f_{xc}\). It is the second derivative of the energy, so \(B(X,Y)=\operatorname{tr}X\,\delta F[Y]\), summed over spins, is symmetric in \(X\) and \(Y\).

The rotated orbitals \(|i\rangle+\sum_a u_{ai}|a\rangle\) and \(|a\rangle-\sum_i u_{ai}|i\rangle\) must not be coupled by \(F+\delta F\). To first order this reads \(\delta F_{ai}+(\varepsilon_a-\varepsilon_i)u_{ai}=0\). Write \(\beta_{ai}=\delta F[d_0]_{ai}\), \((\mathcal K u)_{ai}=\delta F[D_u]_{ai}\), and let \(\Delta\) be the diagonal matrix of \(\varepsilon_a-\varepsilon_i\). Then \((\Delta+\mathcal K)u=-\beta\). First-order perturbation theory for the eigenvalue gives
\[
\kappa=\langle H|\delta F|H\rangle=B(d_0,d_0)+B(d_0,D_u)=B(d_0,d_0)+B(D_u,d_0)=B(d_0,d_0)+2\,u^{T}\beta ,
\]
where the factor 2 comes from the two terms in \(D_u\). In \(B(d_0,d_0)\) the Hartree and the exchange integrals both reduce to self-repulsions of \(n\), with \(1/r\) and \(-\operatorname{erf}(\omega r)/r\). Call these \(J\) and \(-J_{LR}\), and let \(J_{SR}=J-J_{LR}\), the self-repulsion with \(\operatorname{erfc}(\omega r)/r\). Then
\[
\kappa=J_{SR}(\omega)+(n|f_{xc}^{\uparrow\uparrow}|n)-R,\qquad R=2\,\beta^{T}(\Delta+\mathcal K)^{-1}\beta .
\]
The second-order energy of a rotation is \(u^T\Delta u+\tfrac12B(D_u,D_u)=u^T(\Delta+\mathcal K)u\). At a stable minimum this is positive, so \(R\ge0\): relaxation lowers the curvature. With \(S=R-(n|f_{xc}^{\uparrow\uparrow}|n)\), the condition \(\kappa=0\) is a balance,
\[
J_{SR}(\omega^*)=S .
\]
Long-range exchange cancels the self-repulsion beyond the distance \(1/\omega\). What is left must equal what the semilocal kernel and the screening by the other electrons remove.

**Q.** Where does the \(1/L\) argument come from in this language?

**A.** From the expansion \(\operatorname{erf}(\omega r)/r=(2\omega/\sqrt\pi)(1-\omega^2r^2/3+\dots)\). At first order the long-range interaction is a constant \(c=2\omega/\sqrt\pi\), and \(J_{LR}=c\) because \(n\) is normalized. The other two terms do not change at this order. A constant interaction turns the exchange operator of a density matrix \(D\) into \(cD\). This adds \(-c\langle a|H\rangle\langle H|i\rangle=0\) to \(\beta_{ai}\). It lowers all occupied levels by \(c\), so \(\Delta\to\Delta+c\), and it adds \(-c\,u_{ai}\) to \(\mathcal Ku\), so \(\Delta+\mathcal K\) is unchanged. The semilocal exchange loses a constant energy per electron, a term linear in the density, which has no second derivative; this holds where the local Fermi wave number is large compared with \(\omega\). Hence \(\kappa(\omega)\approx\kappa(0)-2\omega/\sqrt\pi\), and
\[
\omega^*\approx\tfrac{\sqrt\pi}{2}\,\kappa(0).
\]
If \(\kappa(0)\propto1/L\), this gives \(\omega^*\propto1/L\). But the expansion needs \(\omega r\) small for all pairs of points in the orbital, so \(\omega L\lesssim1\), while the estimate itself gives \(\omega^*L=(\sqrt\pi/2)L\kappa(0)\). The argument is consistent only if \(L\kappa(0)\) stays bounded and small.

**Q.** And does it, for a chain?

**A.** No. Model the orbital density as a line density \(\lambda(x)=\nu(x/L)/L\) on \(0\le x\le L\), with \(\int_0^1\nu\,ds=1\), times a transverse Gaussian \(\propto e^{-2\rho^2/b^2}\). Variances add, so the transverse separation of two points is distributed as \(e^{-\rho^2/b^2}/(\pi b^2)\). Averaging \(1/\sqrt{x^2+\rho^2}\) over it, with \(s=\rho^2/b^2\), gives the kernel
\[
w(x)=\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{x^2+b^2s}},
\]
which tends to \(1/x\) for \(x\gg b\). Let \(A(u)=\int_0^{1-u}\nu(s)\nu(s+u)\,ds\) and \(p=A(0)\). Since \(\int\lambda(y)\lambda(y+x)\,dy=A(x/L)/L\), and separations of both signs count,
\[
LJ=2\int_0^LA(x/L)\,w(x)\,dx=2p\int_0^Lw\,dx+2\int_0^L\big[A(x/L)-p\big]w\,dx .
\]
In the first integral, \(\int_0^L(x^2+b^2s)^{-1/2}dx=\operatorname{arsinh}\!\big(L/(b\sqrt s)\big)\to\ln(2L/b)-\tfrac12\ln s\) for \(L\gg b\), and \(\int_0^\infty e^{-s}\ln s\,ds=-\gamma\) (Euler's constant), so \(\int_0^Lw\,dx\to\ln(2L/b)+\gamma/2\). In the second, the bracket vanishes at \(x=0\), so \(w\) may be replaced by \(1/x\) at leading order. Thus
\[
LJ\to 2p\ln(2L/b)+p\gamma+2\int_0^1\frac{A(u)-p}{u}\,du .
\]
For the uniform envelope \(A=1-u\), \(p=1\), and the last term is \(-2\): \(LJ\to2\ln(2L/b)+\gamma-2\), with \(\gamma-2=-1.4228\). The error of replacing \(w\) by \(1/x\) is \((2/L)\int_0^\infty(1-xw)\,dx\); since \(\int_0^\infty(1-x/\sqrt{x^2+c^2})\,dx=c\), it equals \((2b/L)\int e^{-s}\sqrt s\,ds=\sqrt\pi\,b/L\). For \(b=2\) bohr and \(L=10^4\) bohr the formula gives \(18.4207-1.4228=16.9979\) hartree bohr, and Gauss–Legendre quadrature of the full integral gives 16.9983.

A band-edge state confined to the chain has the envelope \(\nu=2\sin^2\pi s=1-\cos2\pi s\). The product \(\nu(s)\nu(s+u)\) has four terms. Over \(0\le s\le1-u\) the constant gives \(1-u\); each single cosine, with its minus sign, gives \(+\sin(2\pi u)/(2\pi)\); the product of cosines equals \(\tfrac12\cos2\pi u+\tfrac12\cos(4\pi s+2\pi u)\) and gives \(\tfrac12(1-u)\cos2\pi u-\sin(2\pi u)/(4\pi)\). The sum is
\[
A=(1-u)\big(1+\tfrac12\cos2\pi u\big)+\tfrac{3}{4\pi}\sin2\pi u,\qquad p=\tfrac32 .
\]
Then \(A-p=-\tfrac12(1-\cos2\pi u)-u-\tfrac12u\cos2\pi u+\tfrac{3}{4\pi}\sin2\pi u\). Multiplying by \(2/u\) and integrating term by term gives \(-\operatorname{Cin}(2\pi)-2-0+\tfrac{3}{2\pi}\operatorname{Si}(2\pi)\), with \(\operatorname{Cin}(z)=\int_0^z(1-\cos t)\,dt/t\) and \(\operatorname{Si}(z)=\int_0^z\sin t\,dt/t\). Adding \(3\gamma/2\), \(LJ\to3\ln(2L/b)-2.8947\).

So \(J\) decays as \(\ln L/L\). Unless \(LS\) grows equally fast, \(L\kappa(0)=LJ-LS\) diverges and the small-\(\omega\) estimate leaves its own range of validity.

**Q.** Then what replaces it when \(\omega L\) is large?

**A.** The substitution \(t\to tr\) in the definition of erfc gives \(\operatorname{erfc}(\omega r)/r=(2/\sqrt\pi)\int_\omega^\infty e^{-t^2r^2}dt\). The transverse average of \(e^{-t^2\rho^2}\) is \(1/(1+t^2b^2)\), so
\[
w_{SR}(x)=\frac{2}{\sqrt\pi}\int_\omega^\infty\frac{e^{-t^2x^2}}{1+t^2b^2}\,dt>0,\qquad LJ_{SR}=2\int_0^LA(x/L)\,w_{SR}(x)\,dx .
\]
This kernel dies off beyond \(x\sim1/\omega\). For \(\omega L\gg1\) put \(A\to p\) and extend the integral to infinity. With \(\int_0^\infty e^{-t^2x^2}dx=\sqrt\pi/(2t)\) and \(\frac{1}{t(1+t^2b^2)}=\frac1t-\frac{tb^2}{1+t^2b^2}\),
\[
LJ_{SR}\to2p\Big[\ln t-\tfrac12\ln(1+t^2b^2)\Big]_\omega^\infty=2p\Big[-\ln(\omega b)+\tfrac12\ln(1+\omega^2b^2)\Big]=p\ln\!\Big(1+\frac1{\omega^2b^2}\Big).
\]
For the uniform envelope the term \(-x/L\) in \(A\) adds a correction. With \(\int_0^\infty xe^{-t^2x^2}dx=1/(2t^2)\) and \(\frac1{t^2(1+t^2b^2)}=\frac1{t^2}-\frac{b^2}{1+t^2b^2}\),
\[
LJ_{SR}=\ln\!\Big(1+\frac1{\omega^2b^2}\Big)-\frac{2}{\sqrt\pi L}\Big[\frac1\omega-b\arctan\frac1{\omega b}\Big],
\]
up to terms of order \(e^{-\omega^2L^2}\) from extending the limit. At \(\omega=0.3\) bohr\(^{-1}\), \(b=2\) bohr and \(L=200\) bohr the logarithm is \(\ln(1+1/0.36)=1.32914\) and the full expression is 1.32196 hartree bohr.

Now \(J_{SR}\) does decay as a pure \(1/L\) at fixed \(\omega\). But the balance reads \(LJ_{SR}=LS\): the common factor drops out, and \(\omega^*\) is fixed by the coefficients.

**Q.** So delocalization alone does nothing to \(\omega^*\)?

**A.** In this model it raises it slightly. Suppose \(S\) is local along the chain. The kernel term is \(\int n^2f_{xc}\,d^3r=\int\lambda^2dx\) times a transverse constant, and \(\int\lambda^2dx=p/L\). Polarization across the chain, driven by the local line charge and quadratic in it, scales the same way. So \(S=pg/L\) with a dimensionless constant \(g>0\), taken independent of \(\omega\). The envelope factor \(p\) cancels too: \(\ln(1+1/\omega^2b^2)=g\), or
\[
\omega_\infty=\frac1{b\sqrt{e^{g}-1}} .
\]
The direction of approach follows from two derivatives. Because \(A(1)=0\), the upper limit contributes nothing and
\[
\partial_L(LJ_{SR})=-2\int_0^L\frac{x}{L^2}A'(x/L)\,w_{SR}\,dx,\qquad
\partial_\omega(LJ_{SR})=-\frac{4}{\sqrt\pi\,(1+\omega^2b^2)}\int_0^LA\,e^{-\omega^2x^2}dx<0 .
\]
The first is positive if \(A'\le0\). For the uniform case \(A'=-1\). For the \(\sin^2\) case \(A'=-(1-\cos2\pi u)-\pi(1-u)\sin2\pi u\); with \(\varphi=\pi(1-u)\) this is \(-2\sin\varphi\,(\sin\varphi-\varphi\cos\varphi)\), and the last factor vanishes at \(\varphi=0\) and has derivative \(\varphi\sin\varphi\ge0\) on \([0,\pi]\). Differentiating the balance along the solution, for \(S\) independent of \(\omega\),
\[
\frac{d\omega^*}{dL}=\frac{\partial_L(LJ_{SR})-d(LS)/dL}{|\partial_\omega(LJ_{SR})|}.
\]
With \(LS\) constant, \(\omega^*\) rises toward \(\omega_\infty\). It falls exactly where \(LS\) grows faster than \(LJ_{SR}\) at fixed \(\omega\).

The limit can be settled in both directions. Since \(A\le p\), \(LJ_{SR}\le p\ln(1+1/\omega^2b^2)\), so the balance implies \(\omega^*\le1/\big(b\sqrt{e^{LS/p}-1}\big)\), and \(LS\to\infty\) forces \(\omega^*\to0\). If instead \(LS\le M\) for all \(L\), choose \(\omega_0\) with \(p\ln(1+1/\omega_0^2b^2)>M\). For long enough chains \(LJ_{SR}(\omega_0)>M\ge LS\), and since \(LJ_{SR}\) decreases with \(\omega\), the root lies above \(\omega_0\). This second half also holds when \(S\) depends on \(\omega\), as long as the bound \(M\) is uniform. In the wire model, \(\omega^*\to0\) if and only if \(LS\) diverges.

**Q.** But the fall is there in calculations on isolated molecules. What makes \(LS\) grow?

**A.** One mechanism is polarization along the chain. Give the chain a polarizability \(\alpha\) per length, constant and local, and a polarization \(\Pi(x)\) per unit \(\delta f\) with \(\Pi(0)=\Pi(L)=0\), so the induced line charge \(-\Pi'\) sums to zero. The Hartree energy plus the cost of polarizing is \(\tfrac12\delta f^2\big[(\lambda-\Pi'|w|\lambda-\Pi')+\int\Pi^2dx/\alpha\big]\). Let \(V=\int w\,\lambda\,dx'\) and \(\mathcal E=-V'\). The cross term is \(-2\int\Pi'V=2\int\Pi V'=-2\int\Pi\mathcal E\). Minimizing over \(\Pi\) lowers the curvature by
\[
S_\parallel=\max_\Pi\Big[2\!\int\!\Pi\,\mathcal E\,dx-\frac1\alpha\!\int\!\Pi^2dx-(\Pi'|w|\Pi')\Big].
\]
Two upper bounds follow by dropping either negative term. The last term may be dropped because \(w\) is a positive superposition of Gaussians, each with a positive Fourier transform.

Dropping \(\int\Pi^2/\alpha\) gives the metallic limit, in which the charge rearranges freely. At leading logarithmic order \(LJ=2p\ln(L/b)\), and \(p=\int\nu^2ds\ge1\) by the Cauchy–Schwarz inequality, with equality for the uniform envelope. So a \(\sin^2\) envelope can gain at most \((3-2)\ln(L/b)\) at this order. If that bound were reached, \(-3\ln(\omega b)=\ln(L/b)\) would give \(\omega^*\propto L^{-1/3}\).

Dropping \((\Pi'|w|\Pi')\) gives \(\Pi=\alpha\mathcal E\) and \(S_\parallel\le\alpha\int\mathcal E^2dx\). For the \(\sin^2\) envelope \(\lambda\) vanishes at the ends, so \(\mathcal E=-\int\lambda'(x')\,w(x-x')\,dx'\), with \(|\lambda'|\le2\pi/L^2\). Therefore \(|\mathcal E|\le(2\pi/L^2)\,2\int_0^Lw\,dx\), and for \(L\gg b\)
\[
LS_\parallel\le\alpha\,\frac{(2\pi)^2}{L^2}\big[2\ln(2L/b)+\gamma\big]^2\to0 .
\]
For one Fourier mode on an infinite wire the maximum is at \(\Pi=\alpha\mathcal E/(1+\alpha q^2\tilde w(q))\), so the changeover from the first regime to the second is expected near \(\alpha q^2\tilde w(q)\sim1\) with \(q=2\pi/L\).

Take round parameters \(b=2\) bohr, \(g=0.5\), \(\alpha=100\) bohr\(^2\) and the \(\sin^2\) envelope. Then \(\omega_\infty=1/(2\sqrt{0.6487})=0.6208\) bohr\(^{-1}\). To get \(S_\parallel\), the chain is cut into 300 cells (600 for the two longest), \(w\) is averaged over pairs of cells, and the maximum becomes a linear system for the charge moved between neighbors. The roots of \(LJ_{SR}=pg\) and \(LJ_{SR}=pg+LS_\parallel\) come from quadrature and Brent's method. \(L\) is in bohr, \(\omega\) in bohr\(^{-1}\), \(LS_\parallel\) in hartree bohr. The last digit of \(LS_\parallel\) is not converged: a finer discretization raises it by about 0.005 at 30 and 60 bohr, which moves \(\omega^*\) by less than 0.001.

| \(L\) | \(\omega^*\), local | \(LS_\parallel\) | \(\omega^*\), polarizable |
|---|---|---|---|
| 10 | 0.606 | 1.142 | 0.279 |
| 20 | 0.617 | 1.693 | 0.235 |
| 30 | 0.619 | 1.981 | 0.213 |
| 60 | 0.620 | 2.249 | 0.196 |
| 100 | 0.621 | 2.114 | 0.208 |
| 200 | 0.621 | 1.446 | 0.274 |
| 600 | 0.621 | 0.405 | 0.464 |
| 2000 | 0.621 | 0.063 | 0.589 |
| 6000 | 0.621 | 0.010 | 0.616 |

At \(L=60\) bohr, \(LS/p=(0.75+2.2487)/1.5=1.9991\), and the bound above gives \(\omega^*\le1/(2\sqrt{7.382-1})=0.198\); the root 0.196 lies about 1% below it. At 6000 bohr, \(LS/p=0.5067\) and the same expression gives \(1/(2\sqrt{0.6598})=0.616\). Between 10 and 30 bohr the logarithmic slope is \(\ln(0.2134/0.2792)/\ln3=-0.24\), short of \(-1/3\). With the envelope held fixed, the fall is a window in length: \(\omega^*\) is lowest at 60 bohr among the lengths listed and then returns to \(\omega_\infty\). The minimum moves to longer chains and deepens as \(\alpha\) grows: it lies near 20, 30 and 100 bohr, at 0.31, 0.25 and 0.16 bohr\(^{-1}\), for \(\alpha=10\), 30 and 300 bohr\(^2\). For \(\alpha=10\) bohr\(^2\) the fall from 10 bohr is only 4%, and for \(\alpha=3\) bohr\(^2\) there is none. The value 100 bohr\(^2\) is not fitted to any real chain, so the size of the window is not a prediction. An isolated chain cannot move its net charge away, and a gapped one stops screening at long wavelength.

Tuning balances the short-range self-repulsion against the semilocal kernel and relaxation, and in the wire model \(\omega^*\) goes to zero only if \(LS\) diverges; polarization along an isolated chain with a fixed envelope lowers \(\omega^*\) only over a window of lengths. What remains is the effect of a surrounding medium, growth in three dimensions, the evidence from real molecules, and whether very long chains would show the return to \(\omega_\infty\).
